# Tunnelling current through an oxide with Gaussian thickness roughness

## Problem

A gate oxide has a thickness $t$ that varies from place to place. Over the gate area, $t$ follows a Gaussian distribution with mean $t_0=1.5$ nm and standard deviation $s=0.1$ nm. Here $s$ belongs to the thickness itself, not to one of the two interfaces. The local tunnelling current density falls exponentially with thickness,

$$J(t)=J_{\rm ref}\,e^{-\beta t},$$

where $J_{\rm ref}$ and $\beta$ do not depend on $t$.

The roughness alone does not fix the enhancement of the current, because the answer also depends on $\beta$. Take $\beta$ from a model barrier. An electron meets a barrier of height $\phi=3.1$ eV above its own energy, which the oxide voltage $V=1.0$ V lowers linearly across the oxide. The tunnelling mass is $m=0.40\,m_0$, with $m_0$ the free-electron mass. The voltage $V$ is the same at every point of the gate, and $q>0$ is the elementary charge.

(a) Find $\beta$ in the WKB approximation.

(b) Find the ratio $E=\langle J\rangle/J(t_0)$ of the area-averaged current density to that at the mean thickness.

(c) Through which part of the area does the current flow?

(d) How thick is the uniform oxide that would carry the same average current?

(e) How far can the result be trusted for a real oxide?

## Hints

1. The WKB transmission is proportional to $\exp(-2\int_0^t\kappa\,dx)$, where $\kappa(x)$ is the local decay constant of the amplitude. Measure position in units of the thickness, $x=ut$, and see where $t$ is left.
2. For the average, write $t=t_0+sz$, with $z$ a Gaussian variable of zero mean and unit variance. One dimensionless number, $b=\beta s$, remains.
3. Complete the square in the exponent.
4. For part (c), look at the integrand of the average, not only at its integral. It is the distribution of thickness weighted by current.

## Solution

### (a) The decay constant

At depth $x$ the barrier stands $\phi-qVx/t$ above the electron's energy. Since $qV<\phi$, this is positive throughout the oxide; that is the regime of direct tunnelling. The decay constant of the amplitude is

$$\kappa(x)=\frac{\sqrt{2m(\phi-qVx/t)}}{\hbar}.$$

The probability is the square of the amplitude, hence the factor 2 in the exponent. With $x=ut$ and $dx=t\,du$,

$$2\int_0^t\kappa\,dx=\frac{2t\sqrt{2m}}{\hbar}\int_0^1\sqrt{\phi-qVu}\;du .$$

The remaining integral does not contain $t$. At fixed voltage the exponent is therefore proportional to the thickness, as the exponential law requires. An antiderivative of $\sqrt{\phi-qVu}$ is $-\frac{2}{3qV}(\phi-qVu)^{3/2}$, so

$$\int_0^1\sqrt{\phi-qVu}\;du=\frac{2}{3qV}\left[\phi^{3/2}-(\phi-qV)^{3/2}\right],$$

and the exponent is $\beta t$ with

$$\boxed{\beta=\frac{4\sqrt{2m}}{3\hbar qV}\left[\phi^{3/2}-(\phi-qV)^{3/2}\right]}$$

For a small voltage, $(\phi-qV)^{3/2}\approx\phi^{3/2}-\frac32\phi^{1/2}qV$. The bracket becomes $\frac32\phi^{1/2}qV$ and $\beta\to2\sqrt{2m\phi}/\hbar$, the result for a rectangular barrier.

For the numbers, use $\sqrt{2m_0}/\hbar=5.1232\ \mathrm{nm^{-1}\,eV^{-1/2}}$. The mass multiplies this by $\sqrt{0.40}$, which gives $3.240\ \mathrm{nm^{-1}\,eV^{-1/2}}$. The two powers are $5.4581$ and $3.0432\ \mathrm{eV^{3/2}}$, so

$$\beta=\frac{4\times3.240}{3\times1.0}\,(5.4581-3.0432)\ \mathrm{nm^{-1}}=10.43\ \mathrm{nm^{-1}} .$$

The current changes by a factor of ten when the thickness changes by $\ln10/\beta=0.221$ nm. A roughness of 0.1 nm is nearly half of that, so it cannot be treated as a small perturbation of the current.

WKB is an approximation, and it leaves the prefactor open. Both points were tested by solving the effective-mass Schrödinger equation for the same barrier at many thicknesses. The electron arrived at normal incidence with a kinetic energy of 0.20 eV in silicon, where its mass was $0.92\,m_0$. The transmission at 1.5 nm is $1.66\times10^{-7}$, and its logarithm falls with thickness at a rate of $10.43\ \mathrm{nm^{-1}}$, in agreement with WKB. For a single incident energy the prefactor is thus nearly independent of thickness. A sum over incident energies can change this, as Variation 1 shows.

### (b) The average

Each patch of the gate is assumed to conduct like a flat oxide of its own thickness. The average current density is then the integral of $J(t)$ over the thickness distribution:

$$\langle J\rangle=\int_{-\infty}^{\infty}\frac{dt}{s\sqrt{2\pi}}\,e^{-(t-t_0)^2/2s^2}\,J_{\rm ref}\,e^{-\beta t}.$$

Put $t=t_0+sz$, so that $dt=s\,dz$ and $e^{-\beta t}=e^{-\beta t_0}e^{-bz}$ with $b=\beta s$. Dividing by $J(t_0)=J_{\rm ref}e^{-\beta t_0}$ removes $J_{\rm ref}$ and the mean thickness:

$$E=\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{-z^2/2-bz}.$$

Since $(z+b)^2=z^2+2bz+b^2$, the exponent is

$$-\frac{z^2}{2}-bz=-\frac{(z+b)^2}{2}+\frac{b^2}{2}.$$

The term $b^2/2$ does not depend on $z$ and comes out of the integral. What remains is a normalised Gaussian centred at $z=-b$, whose integral is one. Hence

$$\boxed{\frac{\langle J\rangle}{J(t_0)}=e^{\beta^2s^2/2}}$$

Here $b=10.433\times0.1=1.0433$ and $b^2/2=0.5442$, so

$$E=e^{0.5442}=1.72 .$$

The rough oxide leaks 72 % more than a flat oxide of the same mean thickness. Averaging the Schrödinger transmission of part (a) over the same Gaussian also gives 1.72.

The sign of the effect follows from pairing a thin patch at $-z$ with an equally likely thick patch at $+z$. Relative to $J(t_0)$, their mean current is $\frac12(e^{bz}+e^{-bz})=\cosh bz\ge1$. The thin patch gains more than the thick one loses, although the mean thickness of the pair is $t_0$.

For small roughness, $\cosh bz\approx1+b^2z^2/2$. Since $z^2$ averages to one, $E\approx1+b^2/2$. In the present case this gives 1.54, which is 10 % below the full result and misses a quarter of the excess over one. The expansion needs $b\ll1$, that is, a roughness much smaller than $1/\beta\approx0.1$ nm.

The exponent grows as $s^2$. Doubling the roughness to 0.2 nm at fixed $\beta$ multiplies the exponent by four and raises $E$ to its fourth power, $1.7233^4=8.82$.

### (c) Where the current flows

The integrand found by completing the square, divided by its integral, is the thickness distribution weighted by current:

$$w(z)=\frac{1}{\sqrt{2\pi}}\,e^{-(z+b)^2/2}.$$

It has the same width as the original distribution, but its centre has moved from $z=0$ to $z=-b$. In terms of thickness, the centre lies at

$$t_*=t_0-bs=t_0-\beta s^2=1.396\ \mathrm{nm}.$$

A Gaussian is symmetric about its centre, so half of the current flows where $t<t_*$. The area of that region is found from the original distribution. It is $P(-b)$, where $P(x)$ is the probability that a standard Gaussian variable is less than $x$:

$$P(-1.0433)=14.8\ \%.$$

About one seventh of the gate carries half of the leakage.

This also shows when the Gaussian model is safe. Mathematically the distribution extends to $t<0$, which has no meaning. The current-weighted centre lies about 14 standard deviations above zero, so that part of the integral is negligible here. The condition is $t_0-\beta s^2\gg s$.

A more practical question is whether a real thickness distribution follows the Gaussian far into its thin tail. If the distribution is cut at $\pm3s$ and normalised again, the enhancement falls from 1.72 to 1.68. The range within $\pm3s$ carries 97.5 % of the current of the full Gaussian, so the Gaussian tail beyond $3s$ matters little here, although a skewed distribution with the same $s$ would give a different enhancement. With $s=0.2$ nm, however, the current-weighted centre would lie $2.09$ standard deviations below the mean. The value 8.82 therefore relies much more on the shape of the tail.

### (d) The equivalent uniform oxide

Let a flat oxide of thickness $t_{\rm eq}$ carry the average current, $J(t_{\rm eq})=\langle J\rangle$. Then

$$e^{-\beta t_{\rm eq}}=e^{-\beta t_0+\beta^2s^2/2}.$$

Taking logarithms and dividing by $-\beta$ gives

$$t_{\rm eq}=t_0-\frac{\beta s^2}{2}=1.500-0.052=1.448\ \mathrm{nm}.$$

A thickness inferred from the leakage with the flat-oxide law is too small by 0.052 nm. This shift is half of the shift of $t_*$. The two quantities answer different questions: $t_*$ is the mean thickness weighted by current, while $t_{\rm eq}$ reproduces the total current.

The logarithm of the average current is

$$\ln\langle J\rangle=\ln J_{\rm ref}-\beta t_0+\tfrac12\beta^2s^2 .$$

Suppose that several oxides differ in $t_0$ but share the same $s$ and $V$. A plot of $\ln\langle J\rangle$ against $t_0$ then has the slope $-\beta$, with or without roughness. The roughness shifts the line upwards, so within this model the slope cannot reveal it.

### (e) The model and a real oxide

The parameters are rough typical values for a very thin silicon dioxide gate oxide on silicon. The model treats one barrier, one mass and one incident energy. Its result is an estimate for such an oxide, not a measured enhancement.

**Mass and barrier.** Since $\beta^2\propto m$, the exponent $b^2/2$ is proportional to the tunnelling mass, which is not sharply known. With all else fixed, $E$ is 1.50 for $0.3\,m_0$ and 1.97 for $0.5\,m_0$. These values lie 13 % below and 15 % above the result for $0.40\,m_0$. The barrier height matters too: a barrier of 2.9 eV gives 1.65. This change is smaller than those found for the mass, but the barrier was varied by only 6 % and the mass by 25 %. At an operating temperature of 400 K the thermal energy is 0.034 eV, far less than this change of 0.2 eV, so a thermal shift of the electron's energy by that amount changes $E$ by less still. The rounding of the barrier by image forces is left out.

**Voltage.** The enhancement depends on bias, because a higher voltage lowers the average barrier and with it $\beta$. In the limit $V\to0$, $\beta=11.41\ \mathrm{nm^{-1}}$ and $E=1.92$, compared with 1.72 at 1.0 V.

**Lateral size of the roughness.** The flat-patch picture fails if the thickness varies over too short a lateral distance. To find the scale, take a flat barrier with constant $\kappa=\beta/2$. An amplitude with lateral wavevector $k$ decays at the rate

$$\sqrt{\kappa^2+k^2}\approx\kappa+\frac{k^2}{2\kappa}.$$

After a thickness $t_0$ it carries the factor $e^{-t_0k^2/2\kappa}$. The Fourier transform of this Gaussian is proportional to $e^{-\kappa x^2/2t_0}$, where $x$ is now a lateral coordinate. Its standard deviation is

$$\sqrt{t_0/\kappa}=0.54\ \mathrm{nm}.$$

This spread smooths out variations imposed at the face where the electrons enter. The transmission summed over all directions of incidence is the same both ways through the barrier, so the condition applies to either face: the roughness must extend over lateral distances much larger than this spread. For interface roughness with a correlation length of one to a few nanometres, a rough range for silicon and its oxide, the condition is met moderately well at the upper end and poorly at the lower end. The smoothing lowers $E$ towards one, and at the lower end it can remove a sizeable part of the excess. Its size is not calculated here.

**Field and breakdown.** The mean field at the mean thickness is $V/t_0=6.7$ MV/cm. At a spot three standard deviations thinner, $t=1.2$ nm and the mean field across the oxide is 8.3 MV/cm. Both values are below a rough breakdown range of 10 to 15 MV/cm for thin silicon dioxide in a short test. If the thin spot is a protrusion only about 2 nm wide or less, however, the field at its tip exceeds this mean and may reach the lower end of that range. Even a field below the range does not guarantee a long life, since an oxide also wears out under prolonged stress at lower fields. The local current density at the thin spot is $e^{3b}\approx23$ times $J(t_0)$, so the stress is far less uniform in current than in field.

The enhancement is sensitive to the roughness itself, because the exponent grows as $s^2$; the value of $s$ is taken as given here. With $s$ fixed at 0.1 nm, the largest changes sized on this sheet come from the tunnelling mass and from a thickness-dependent prefactor, treated in Variation 1. Each can move the enhancement by roughly 15 to 20 %. A factor close to $t^{-2}$ arises for a metal electrode through its wide range of occupied energies. It also arises for a silicon inversion layer: at fixed oxide voltage, both the sheet charge and the probability density of the confined electrons at the interface grow roughly in proportion to the field $V/t$, and the rise of the subband energy with field adds to this. Within the flat-patch picture and taken one at a time, these changes leave the enhancement between about one and a half and a little over two. Acting together, they can take it outside that range, and roughness of short lateral range lowers it. Three significant figures would therefore claim too much for a real oxide.

## Variation 1: a prefactor that depends on thickness

**Question.** Let $J(t)\propto t^{-n}e^{-\beta t}$. How does the enhancement change for $n=1$ and $n=2$?

**Why such a factor can arise.** In a degenerate metal electrode at low temperature, the supply of electrons at an energy $\varepsilon$ below the Fermi level, counted in the motion normal to the barrier, is proportional to $\varepsilon$. These electrons see a higher barrier, which adds approximately $at\varepsilon$ to the tunnelling exponent, with $a$ a constant. If the range of $\varepsilon$ is much wider than $1/(at)$, which is about 0.33 eV here, and the return current from the other electrode is neglected, the sum over energy gives

$$\int_0^\infty\varepsilon\,e^{-at\varepsilon}\,d\varepsilon=\frac{1}{(at)^2},$$

which is the case $n=2$. The case $n=1$ serves as an intermediate example.

**Solution.** The exponential part of the average is treated as before. It yields the factor $e^{b^2/2}$ and the current-weighted Gaussian centred at $t_*$. The prefactor is then averaged over this shifted distribution:

$$E_n=e^{b^2/2}\left\langle\left(\frac{t_0}{t}\right)^n\right\rangle_w .$$

The distribution must be cut before $t=0$, where $t^{-n}$ diverges. The numbers below use thicknesses within $7s$ of $t_0$. Write $t=t_*+sy$, where $y$ has zero mean and unit variance under $w$. To second order in $s/t_*$,

$$\left(1+\frac{sy}{t_*}\right)^{-n}\approx1-\frac{nsy}{t_*}+\frac{n(n+1)}{2}\frac{s^2y^2}{t_*^2}.$$

The linear term averages to zero, and therefore

$$E_n\approx e^{b^2/2}\left(\frac{t_0}{t_*}\right)^n\left[1+\frac{n(n+1)s^2}{2t_*^2}\right].$$

For $n=2$, the ratio $t_0/t_*=1.075$ contributes a factor of 1.155, and the bracket is 1.015. The product is $1.723\times1.155\times1.015=2.02$. Numerical averaging gives 1.86 for $n=1$ and 2.02 for $n=2$, which are 8 % and 17 % above the result for a constant prefactor. Most of the increase arises because the current flows through oxide thinner than $t_0$, where the prefactor is larger.

## Variation 2: the same field everywhere

**Question.** Suppose that the oxide field $F$, rather than the oxide voltage, is the same at every point, with $F=V/t_0=6.7$ MV/cm. What is the enhancement for a constant prefactor?

**Solution.** The local voltage is now $Ft$. Replacing $V$ by $Ft$ in the exponent $\beta t$ cancels the explicit factor $t$:

$$S(t)=\frac{4\sqrt{2m}}{3\hbar qF}\left[\phi^{3/2}-(\phi-qFt)^{3/2}\right].$$

The derivative of $-(\phi-qFt)^{3/2}$ is $\frac32qF(\phi-qFt)^{1/2}$, so

$$S'(t)=\frac{2\sqrt{2m(\phi-qFt)}}{\hbar}.$$

This is twice the decay constant at the exit face. With the field fixed, extra thickness adds a new slice of barrier at the exit and leaves the rest unchanged. At $t_0$ the slope is $9.39\ \mathrm{nm^{-1}}$, less than the $10.43\ \mathrm{nm^{-1}}$ found at fixed voltage.

If $S$ is replaced by its tangent at $t_0$, the earlier result applies with $b=0.939$ and gives $e^{0.441}=1.55$. The full numerical average is 1.58. The difference comes from the curvature of $S$. Differentiating once more gives

$$S''(t_0)=-\frac{\sqrt{2m}}{\hbar}\,\frac{qF}{\sqrt{\phi-qFt_0}}\approx-1.5\ \mathrm{nm^{-2}} .$$

The negative sign means that the exponent falls faster towards thin oxide than its tangent does, which raises the average current.

**Between the two cases.** Let $\psi(F)$ be the voltage dropped locally in the silicon, with $\psi'(F)\ge0$, and let the total $Ft+\psi(F)$ be fixed. A change $dt$ then requires $F\,dt+(t+\psi')\,dF=0$, so

$$dF=-\frac{F\,dt}{t+\psi'} .$$

For $\psi'=0$ the oxide voltage $Ft$ stays fixed; for $\psi'\gg t$ the field stays fixed. A silicon electrode with a finite response lies between these limits. For the present parameters, this places the slope at $t_0$ between 9.39 and $10.43\ \mathrm{nm^{-1}}$, and the enhancement for a constant prefactor is roughly 1.6 to 1.7. A change of field also changes the number and the energy of the electrons in the silicon, which acts as a thickness-dependent prefactor and raises these values.

The values used on this sheet are listed in the numerical output below.

## Computed values

```
mean thickness t0 = 1.50 nm
thickness standard deviation s = 0.10 nm
barrier phi = 3.10 eV, oxide mass = 0.40 m0
oxide voltage V = 1.00 V
constant c = sqrt(2 m0 e)/hbar = 5.1232 1/(nm sqrt(eV))
phi^1.5 = 5.4581 eV^1.5
(phi-qV)^1.5 = 3.0432 eV^1.5
beta = 10.433 1/nm
beta in the limit V->0 = 11.410 1/nm
enhancement for V->0 = 1.917
thickness per decade of current = 0.221 nm
b = beta*s = 1.0433
b^2/2 = 0.5442
enhancement, formula = 1.7233
enhancement, averaged WKB current = 1.7233
small-roughness estimate 1+b^2/2 = 1.5442
enhancement for s = 0.20 nm: 8.82
equivalent uniform thickness = 1.4478 nm
thickness error beta*s^2/2 = 0.0522 nm
current-weighted mean thickness = 1.3957 nm
area carrying half the current = 14.8 %
Schroedinger: silicon mass = 0.92 m0
Schroedinger: incident kinetic energy = 0.20 eV
Schroedinger: transmission at t0 = 1.660e-07
Schroedinger: decay constant = 10.432 1/nm
Schroedinger: enhancement = 1.7232
enhancement with prefactor 1/t = 1.862
enhancement with prefactor 1/t^2 = 2.022
current share within +-3s = 97.48 %
enhancement, Gaussian cut at +-3s = 1.684
fixed field: slope at t0 = 9.391 1/nm
fixed field: enhancement = 1.576
enhancement for mass 0.3 m0 = 1.504
enhancement for mass 0.5 m0 = 1.974
enhancement for barrier 2.9 eV = 1.652
thermal energy at 400 K = 0.0345 eV
lateral spread sqrt(t0/kappa) = 0.536 nm
oxide field at t0 = 6.67 MV/cm
oxide field at t0-3s = 8.33 MV/cm
```
